# Kramers' transmission factor for a parabolic barrier with constant friction

**Q.** The usual activated rate counts the thermal particles that cross the barrier top outwards. Friction does not change the Boltzmann distribution, so why should it change the rate?

**A.** Because a crossing is not yet a hop. A particle that has just passed the top can be knocked back by the bath, and the thermal count includes it. We need the distribution in position and velocity near the top when there is a net flow.

Take one coordinate $x$, mass $m$, potential $U(x)$ and temperature $T$. Let $\gamma$, in s$^{-1}$, be the rate at which the bath damps a mean velocity. The bath is classical and has no memory. The density $p(x,v,t)$ then obeys the Fokker-Planck equation

$$\frac{\partial p}{\partial t}=-v\frac{\partial p}{\partial x}+\frac{U'}{m}\frac{\partial p}{\partial v}+\gamma\frac{\partial}{\partial v}\left(vp+\frac{kT}{m}\frac{\partial p}{\partial v}\right).$$

The terms describe streaming, acceleration by the force $-U'$, and damping with thermal noise. The noise strength is fixed by equilibrium. For $p\propto e^{-H/kT}$ with $H=mv^2/2+U$, the first two terms are $+vU'p/kT$ and $-vU'p/kT$, which cancel, and the bracket is $vp-vp=0$.

**Q.** That solution carries no current. Which one does?

**A.** A stationary solution that is thermal on the left, where the well is, and empty on the right, where arriving particles are removed. Write

$$p=\frac{1}{Z}\,\zeta(x,v)\,e^{-H/kT},$$

with $\zeta\to1$ far to the left and $\zeta\to0$ far to the right. $Z$ normalizes the well to one particle. The derivatives are

$$p_x=\left(\zeta_x-\frac{U'}{kT}\zeta\right)\frac{e^{-H/kT}}{Z},\qquad p_v=\left(\zeta_v-\frac{mv}{kT}\zeta\right)\frac{e^{-H/kT}}{Z}.$$

In streaming plus force the terms in undifferentiated $\zeta$ cancel, as they did in equilibrium, leaving $-v\zeta_x+(U'/m)\zeta_v$. In the bath term, $vp+(kT/m)p_v=(kT/m)\zeta_v e^{-H/kT}/Z$. Its $v$-derivative gives $\gamma(kT/m)\zeta_{vv}-\gamma v\zeta_v$.

Put the top at $x=0$, with $U=E_b-m\omega_b^2x^2/2$, so that $U'/m=-\omega_b^2x$. Then

$$-v\zeta_x-(\omega_b^2x+\gamma v)\zeta_v+\frac{\gamma kT}{m}\zeta_{vv}=0.$$

**Q.** This is still a partial differential equation in two variables.

**A.** Its coefficients are linear in $x$ and $v$, which suggests a function of one linear combination, $\zeta=f(u)$ with $u=v-ax$. Since $\zeta_x=-af'$ and $\zeta_v=f'$,

$$\left[(a-\gamma)v-\omega_b^2x\right]f'+\frac{\gamma kT}{m}f''=0.$$

The trial works if the bracket is proportional to $u$. Factoring out $a-\gamma$ shows that this needs $\omega_b^2/(a-\gamma)=a$. With $\lambda=a-\gamma$,

$$\lambda(\lambda+\gamma)=\omega_b^2,\qquad \lambda=-\frac{\gamma}{2}\pm\sqrt{\frac{\gamma^2}{4}+\omega_b^2},\qquad a=\frac{\omega_b^2}{\lambda}.$$

What remains is an ordinary equation:

$$f''=-\frac{u}{s^2}f',\qquad s^2=\frac{\gamma kT}{m\lambda},\qquad f'=\text{const}\times e^{-u^2/2s^2}.$$

**Q.** Which root?

**A.** The positive one. A negative $\lambda$ makes $s^2$ negative, so $f'$ grows without limit and $f$ cannot approach 1 and 0. For $\lambda>0$ we also have $a>0$, so $u\to+\infty$ on the left and $u\to-\infty$ on the right. Both boundary conditions are met by

$$f(u)=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{u}e^{-y^2/2s^2}\,dy.$$

**Q.** Now the current. Does it depend on where you measure it?

**A.** No. Integrating the Fokker-Planck equation over $v$ removes the force and bath terms, which are $v$-derivatives, and leaves $\partial n/\partial t=-\partial J/\partial x$, where $n=\int p\,dv$ and $J=\int vp\,dv$. In a stationary state $J$ is therefore the same at every $x$. At $x=0$ we have $u=v$, so

$$J=\frac{e^{-E_b/kT}}{Z}\int_{-\infty}^{\infty}v\,f(v)\,e^{-mv^2/2kT}\,dv.$$

Use $v\,e^{-mv^2/2kT}=-(kT/m)\,\frac{d}{dv}e^{-mv^2/2kT}$ and integrate by parts. The boundary terms vanish, and the integral becomes

$$\frac{kT}{m}\int f'(v)e^{-mv^2/2kT}dv=\frac{kT}{m}\,\frac1s\left(\frac1{s^2}+\frac m{kT}\right)^{-1/2}=\frac{kT}{m}\left(1+\frac{ms^2}{kT}\right)^{-1/2}.$$

Since $ms^2/kT=\gamma/\lambda$, the last factor is $\sqrt{\lambda/(\lambda+\gamma)}$. With $\lambda+\gamma=\omega_b^2/\lambda$ it equals $\lambda/\omega_b$.

The thermal count of outward crossings has $f=1$ for $v>0$ and $f=0$ for $v<0$. Its integral is $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$. The ratio of the two currents is the transmission factor:

$$\boxed{\kappa=\frac{\lambda}{\omega_b}=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}}$$

**Q.** Does $\lambda$ mean anything by itself?

**A.** The mean motion near the top obeys $\ddot x=-\gamma\dot x+\omega_b^2x$. Inserting $x\propto e^{\lambda t}$ gives $\lambda^2+\gamma\lambda=\omega_b^2$, the same equation. So $\lambda$ is the rate at which a displaced particle runs away from the top, and $\kappa$ compares it with the frictionless value $\omega_b$.

For $\gamma\ll\omega_b$ the square root differs from 1 in second order, so $\kappa\approx1-\gamma/2\omega_b$. For strong friction, set $r=\gamma/2\omega_b$ and write $\kappa=1/(\sqrt{1+r^2}+r)$, which tends to $1/2r=\omega_b/\gamma$. At $\gamma/\omega_b=0.1$ the formula gives 0.951 against 0.95 from the first limit. At $\gamma/\omega_b=10$ it gives 0.099 against 0.1 from the second.

**Q.** Real barriers are not parabolic for ever. How much of the top matters?

**A.** Average $\zeta$ over thermal velocities to get the density relative to equilibrium. Read $f(u)$ as the probability that a normal variable $S$ of variance $s^2$ is less than $u$. With $V$ a thermal velocity, the average is the probability that $S-V<-ax$. The variance of $S-V$ is

$$s^2+\frac{kT}{m}=\frac{kT}{m}\,\frac{\gamma+\lambda}{\lambda}=\frac{kT}{m}\,\frac{\omega_b^2}{\lambda^2}.$$

Dividing the standard deviation by $a=\omega_b^2/\lambda$ turns it into a length:

$$\frac{n(x)}{n_{\rm eq}(x)}=\frac12\,\mathrm{erfc}\left(\frac{x}{l\sqrt2}\right),\qquad l=\frac1{\omega_b}\sqrt{\frac{kT}{m}}.$$

Friction has dropped out of the width. At $x=l$ the potential has fallen by $m\omega_b^2l^2/2=kT/2$. The barrier must be parabolic over several $l$, which for a smooth barrier requires $E_b\gg kT$.

**Q.** And the hop rate?

**A.** For a harmonic well of frequency $\omega_0$ with its minimum at zero energy, the Gaussian integrals over position and velocity give

$$Z=\sqrt{\frac{2\pi kT}{m\omega_0^2}}\sqrt{\frac{2\pi kT}{m}}=\frac{2\pi kT}{m\omega_0}.$$

The current out of a well holding one particle is the rate over this barrier:

$$k=\frac{e^{-E_b/kT}}{Z}\,\kappa\,\frac{kT}{m}=\kappa\,\frac{\omega_0}{2\pi}\,e^{-E_b/kT}.$$

**Q.** Then with no friction at all the rate is at its largest. But a particle without a bath keeps its energy. How would it ever reach the top?

**A.** It would not, and there the rate formula fails, although $\kappa\to1$ remains right for the barrier region. We assumed a thermal supply from the left. With weak friction, particles near the barrier energy leave faster than the bath replaces them. The replacement vanishes with $\gamma$, and so does the rate.

The energy lost in one transit of the well tells us when this matters. The friction force is $-m\gamma v$, so to first order in $\gamma$ a particle at the barrier energy loses $\gamma\int mv\,dx$. Take $U=E_b\sin^2(\pi x/L)$, with $x$ now measured from the well bottom and $L$ the hop length. The curvature is $2\pi^2E_b/L^2$ at the bottom and minus that at the top, so $\omega_0=\omega_b=(\pi/L)\sqrt{2E_b/m}$. With $mv=\sqrt{2mE_b}\cos(\pi x/L)$ between $-L/2$ and $L/2$,

$$\Delta E=\gamma\sqrt{2mE_b}\,\frac{2L}{\pi}=\frac{4\gamma E_b}{\omega_b},$$

where the last step uses $L=(\pi/\omega_b)\sqrt{2E_b/m}$. The rate formula needs $\Delta E$ well above $kT$. For $\gamma/\omega_b=0.03$ and $E_b/kT=8$, $\Delta E$ is $0.96\,kT$, and a numerical solution of the full equation gives 0.36 of the formula's rate.

**Q.** How does a numerical solution give a rate without using your parabola?

**A.** Through the slow decay of a periodic disturbance. If particles hop to the $j$-th well on either side at rate $k_j$, an occupation pattern with phase $\theta$ per well decays at $2\sum_jk_j(1-\cos j\theta)$. Its average over $\theta$ is $2\sum_jk_j$, the total escape rate, to be compared with $2k$. The decay rates are eigenvalues of the full Fokker-Planck operator in the cosine potential.

At $\gamma/\omega_b=0.6$ the ratio of this escape rate to the formula is 0.969 for $E_b/kT=10$ and 0.986 for 20. At $\gamma/\omega_b=4$ it is 0.950 and 0.977. Removing a correction proportional to $kT/E_b$ from each pair gives 1.003 in both cases. The formula thus emerges as the high-barrier limit, with an error of at most about 5 per cent at these frictions and barrier heights.

**Q.** Show me a case from oxidation.

**A.** Consider an O$_2$ molecule hopping between interstices of amorphous silica during dry oxidation at 1273 K. Treat it as a point of mass 32 u in the cosine potential, with rough values $E_b=1.2$ eV, $L=0.5$ nm and $\gamma=10^{13}$ s$^{-1}$. The friction is the least certain of these.

The frequency is $\omega_b=\omega_0=1.69\times10^{13}$ rad/s, so $\gamma/2\omega_b=0.296$ and

$$\kappa=\sqrt{1+0.296^2}-0.296=0.747.$$

With $E_b/kT=10.94$ and the well treated as harmonic, the rate per direction without recrossing is $4.78\times10^7$ s$^{-1}$. Friction lowers it to $0.747\times4.78\times10^7=3.57\times10^7$ s$^{-1}$. At this temperature that is equivalent to raising the barrier by $-kT\ln\kappa=0.032$ eV.

On a chain with independent hops of $\pm L$, each at rate $k$, the mean square displacement grows as $2kL^2t$. Setting this equal to $2Dt$ gives

$$D=kL^2=3.57\times10^7\times(5\times10^{-8})^2=8.9\times10^{-8}\ \text{cm}^2/\text{s}.$$

The length $l$ is 0.034 nm, small beside the 0.25 nm from top to well bottom. The first-order transit loss is $26\,kT$. It exceeds the barrier height, so it is no longer a realistic energy loss, but it places the example far from the weak-friction failure.

**Q.** The molecule runs off the top in about $1/\lambda=0.08$ ps. The silica network cannot respond instantly on that scale.

**A.** That objection can be worked out. Replace $\gamma\dot x$ by $\int_0^tK(t-t')\dot x(t')dt'$. Equilibrium then requires a Gaussian random acceleration $R(t)$ with correlation $(kT/m)K(|t-t'|)$. Let $s$ now denote the Laplace variable, not the earlier width, and let a hat mark a Laplace transform. For a start at $x_0$ with velocity $v_0$, the transformed linear equation of motion is

$$(s^2+s\hat K-\omega_b^2)\hat x=(s+\hat K)x_0+v_0+\hat R,$$

so $x(t)=\chi x_0+Cv_0+{}$noise, with $\hat C=1/(s^2+s\hat K-\omega_b^2)$ and $\hat\chi=(s+\hat K)\hat C$. Two relations follow. First, $s\hat\chi-1=\omega_b^2\hat C$, so $\dot\chi=\omega_b^2C$. Second, $\int_0^tK(t-t')C(t')dt'=\chi-\dot C$.

The noise variance $\sigma^2$ is the double integral of $C(t_1)C(t_2)(kT/m)K(|t_1-t_2|)$ from 0 to $t$. Its derivative is

$$\frac{d\sigma^2}{dt}=\frac{2kT}{m}C(\chi-\dot C)=\frac{kT}{m}\frac{d}{dt}\left(\frac{\chi^2}{\omega_b^2}-C^2\right).$$

Integrate from $\chi=1$, $C=0$ and add the variance $C^2kT/m$ due to $v_0$. For $x_0=0$ the total is $\langle x^2\rangle=l^2(\chi^2-1)$.

Now count crossings of the top with their sign, keeping trajectories that end on the right. One that began on the left contributes $+1$ in all, and one that began on the right contributes 0, so recrossings cancel. With $\Theta$ the unit step, and $v_0$ and $x$ jointly Gaussian,

$$\kappa=\frac{\langle v_0\Theta(x)\rangle}{\langle v_0\Theta(v_0)\rangle}=\frac{\langle v_0x\rangle}{\sqrt{\langle x^2\rangle\,kT/m}}=\frac{\omega_bC}{\sqrt{\chi^2-1}}.$$

At late times $\chi$ grows as $e^{\lambda t}$, so $\lambda\chi=\omega_b^2C$ and again $\kappa=\lambda/\omega_b$, now with $\lambda^2+\lambda\hat K(\lambda)=\omega_b^2$. A bath without memory has $\hat K=\gamma$, which recovers the boxed result without the trial function.

For $K=(\gamma/\tau)e^{-t/\tau}$, $\hat K(\lambda)=\gamma/(1+\lambda\tau)$. An assumed $\tau=0.03$ ps raises $\kappa$ in the example from 0.747 to 0.812, which is 9 per cent. The network has less time to resist the fast motion off the top.

**Q.** And the other approximations?

**A.** The finite barrier multiplies the example's rate by 0.97, from the eigenvalues. Quantum effects are small because $\hbar\omega_b/kT=0.10$. Estimated without friction, tunnelling and the discrete levels of the well each raise the rate by about 0.04 per cent. The uncertain friction matters more: with all else fixed, $\gamma=3\times10^{12}$ s$^{-1}$ gives $\kappa=0.92$ and $3\times10^{13}$ s$^{-1}$ gives 0.45. At the lower friction the transit loss is only about $8\,kT$, so the limited supply from the well lowers the escape rate somewhat further, to 0.92 of the formula instead of 0.97. About 5 per cent of the escapes then run past the next well, so $D=kL^2$ no longer follows the rate: the full equation gives $D\approx1.07\,kL^2$.

**Q.** Would you use this diffusion coefficient for a real oxide?

**A.** No. Measured values for O$_2$ in silica near this temperature are roughly $10^{-8}$ cm$^2$/s or somewhat lower, so the chain is too fast by about ten times or more. The size of this gap depends on the rough barrier: each 0.1 eV changes $D$ by a factor of about 2.4, and about 0.25 eV more would close it. One assumption that real silica breaks is that the surroundings are equally wide everywhere along the path. The molecule must squeeze through a ring of the network. A classical harmonic transverse coordinate has a position integral proportional to 1/frequency. If two such frequencies are three times higher in the ring than in the interstice, the rate is multiplied by $(1/3)^2=0.11$. That brings $D$ to about $10^{-8}$ cm$^2$/s, but the threefold rise is assumed, so the agreement is no evidence for it. Hindered rotation and the spread of ring sizes in a glass are also left out. If the transverse motion separates from $x$ near the barrier top, where $\kappa$ is decided, this tightening changes the prefactor and leaves $\kappa$ alone. The numerical output below lists the values for the example.

## Calculated quantities

```
INPUTS (rough model parameters)
temperature = 1273 K
barrier Eb = 1.20 eV
hop length = 0.50 nm
mass = 32.0 u
friction gamma = 1.00e+13 1/s
RESULTS
kT = 0.10970 eV
Eb/kT = 10.939
wb = w0 = 1.6902e+13 rad/s
gamma/wb = 0.5916
gamma/(2wb) = 0.2958
kappa = 0.7470
lam = kappa*wb = 1.2626e+13 1/s
rate per direction, kappa=1: 4.7752e+07 1/s
rate per direction, Kramers: 3.5671e+07 1/s
chain diffusion coefficient = 8.918e-08 cm2/s
barrier shift -kT ln kappa = 0.0320 eV
layer length l = 0.0340 nm
first-order transit loss / kT = 25.89
KAPPA AGAINST FRICTION
gamma/wb = 0.1: kappa = 0.9512
gamma/wb = 0.5: kappa = 0.7808
gamma/wb = 1.0: kappa = 0.6180
gamma/wb = 2.0: kappa = 0.4142
gamma/wb = 5.0: kappa = 0.1926
gamma/wb = 10.0: kappa = 0.0990
example, gamma = 3e+12 1/s: kappa = 0.9152
example, gamma = 3e+13 1/s: kappa = 0.4495
FULL EQUATION / KRAMERS RATE
gamma/wb = 0.6, Eb/kT = 10: 0.9691
gamma/wb = 0.6, Eb/kT = 20: 0.9858
gamma/wb = 0.6, extrapolated: 1.0026
gamma/wb = 4.0, Eb/kT = 10: 0.9502
gamma/wb = 4.0, Eb/kT = 20: 0.9765
gamma/wb = 4.0, extrapolated: 1.0027
weak friction: gamma/wb = 0.03, Eb/kT = 8
weak friction: transit loss / kT = 0.96
weak friction: rate ratio = 0.364
NEGLECTED EFFECTS IN THE EXAMPLE
finite barrier: rate factor = 0.9723
bath memory time = 0.030 ps
kappa with memory = 0.8122
memory: rate factor = 1.0872
hbar*wb/kT = 0.1014
tunnelling: rate factor = 1.000429
well quantization: rate factor = 1.000429
assumed transverse frequency ratio = 3.0
transverse tightening: rate factor = 0.1111
```
